Friction on slow hydrogen and helium ions from s-wave scattering

**Problem**

An ion with nuclear charge Z moves slowly, at speed v, through a degenerate electron gas with Fermi wavenumber kF. The gas is unpolarized and screens the ion equally with both spins. For small v the drag is F = Qv, where Q is the friction coefficient. Treat the electrons as independent particles that scatter elastically from a static, spherical, screened potential carried along by the ion. Keep s-wave scattering alone, and fix its phase shift δ0 at the Fermi surface by the Friedel rule. Find Q for hydrogen (Z = 1) and for helium (Z = 2).

Hartree atomic units are used: ħ, the electron mass and the elementary charge are 1, so an electron's wavenumber is also its speed, and vF = kF. The temperature is zero.

**A tempting solution**

The gas has density n. In the ion's frame, electrons at the Fermi surface carry momentum to the ion in proportion to their speed kF and to their cross-section σ, so

Q = n kF σ, n = kF³/(3π²).

An s wave scatters equally in all directions, so σ = 4π|f|², with f the scattering amplitude. The Friedel rule for two spins says that the screening electrons number 2δ0/π. Setting this equal to Z gives δ0 = πZ/2.

The amplitude is proportional to the strength of the scatterer, f = δ0/kF. Therefore

Q = [kF³/(3π²)] kF · 4π δ0²/kF² = 4kF²δ0²/(3π) = πkF²Z²/3.

Hydrogen would have Q = πkF²/3, and helium four times as much. The Z² law looks reasonable: doubling the charge doubles the force on each electron and quadruples the scattered intensity.

**Where it fails**

The first two steps will be justified below. The fault is the relation f = δ0/kF, which holds for weak scattering, whereas the phase shifts here are π/2 and π.

To find the correct relation, look at the s-wave part of an incident plane wave of wavenumber k. Without the ion it is

sin(kr)/(kr) = [exp(ikr) − exp(−ikr)]/(2ikr).

The ion cannot alter the incoming part exp(−ikr). Because the scattering is elastic and no electrons are lost, it can change the outgoing part by a phase factor alone, written exp(2iδ0). The difference between the waves with and without the ion is the scattered wave,

[exp(2iδ0) − 1] exp(ikr)/(2ikr) = f exp(ikr)/r.

Taking out a factor exp(iδ0) gives

f = [exp(2iδ0) − 1]/(2ik) = exp(iδ0) sin δ0 / k.

Hence |f| can never exceed 1/k. The tempting solution has |f| = π/(2kF) for hydrogen and π/kF for helium, so the factor 1 + 2ikf that multiplies the outgoing wave would exceed 1 in size, and more electrons would leave the ion than arrive. Replacing sin δ0 by δ0 is legitimate for δ0 ≪ 1, which in this model means Z ≪ 1.

**Right solution, step 1: momentum given to the ion**

Work in the ion's frame. An electron with momentum **p** in the frame of the gas has **k** = **p** − **v** here. Let w(**k**,**k**′) be the rate of scattering from **k** to **k**′, with |**k**′| = |**k**|, and let f_k be the occupation of state **k**. The exclusion principle allows a transition only into an empty state, so the electrons of one spin gain momentum at the rate

Σ w(**k**,**k**′) f_k (1 − f_k′)(**k**′ − **k**), summed over **k** and **k**′.

For a spherical potential w depends on the energy and the angle between the two vectors, so it is unchanged when they are exchanged. The product f_k f_k′ is also unchanged, but **k**′ − **k** changes sign. The terms with f_k f_k′ therefore cancel in pairs, and what remains is Σ w f_k (**k**′ − **k**). Blocking of final states has no effect on the total force, although it restricts individual collisions.

An electron in state **k** brings a flux proportional to k. Averaged over azimuth, its final momentum is **k** cos θ, where θ is the scattering angle. It thus gains momentum at the rate

k ∫|f(θ)|² (cos θ − 1) dΩ **k** = −k σ_tr(k) **k**,

σ_tr(k) = ∫|f(θ)|² (1 − cos θ) dΩ.

The ion receives the opposite amount. With a factor 2 for spin, the force on it is

**F**_ion = 2 ∫ d³p/(2π)³ k σ_tr(k) **k**, |**p**| < kF, **k** = **p** − **v**.

**Step 2: the slow limit**

Use **k** as the integration variable, and let μ be the cosine of the angle between **k** and **v**. A state is occupied if |**k** + **v**| < kF, which means

k² + v² + 2kvμ < kF², or μ < μ0 = (kF² − k² − v²)/(2kv).

Take v < kF. For k < kF − v all directions are occupied and the integral of μ vanishes. For k > kF + v none is occupied. In the shell between, the angular integral is

∫ μ dμ from −1 to μ0 = (μ0² − 1)/2.

It is negative, so the force points against the motion. The prefactor is 2 · 2π/(2π)³ = 1/(2π²), and the drag, taken positive, is

F = (1/4π²) ∫ k⁴ σ_tr(k) (1 − μ0²) dk, kF − v < k < kF + v.

Now put k = kF − vx, with x between −1 and 1. Then kF² − k² = vx(2kF − vx), so

μ0 = [x(2kF − vx) − v]/(2k) → x as v → 0.

The shell has width 2v, and k⁴σ_tr may be taken at kF if it varies little across the shell. Since ∫(1 − x²)dx = 4/3,

F = (1/4π²) kF⁴ σ_tr(kF) · 4v/3 = kF⁴ σ_tr(kF) v/(3π²).

The density is twice the volume of the Fermi sphere divided by (2π)³:

n = 2(4πkF³/3)/(8π³) = kF³/(3π²).

Therefore

Q = n kF σ_tr(kF).

This is the first formula of the tempting solution, with the cross-section now identified as σ_tr.

For s waves f does not depend on θ, and the cos θ term integrates to zero. Then σ_tr = 4π|f|² = (4π/k²) sin²δ0, and

Q = [kF³/(3π²)] kF (4π/kF²) sin²δ0 = (4kF²/3π) sin²δ0(kF).

**Step 3: the Friedel rule, with its counting**

Place the ion at the centre of a large sphere of radius R with a hard wall. Beyond the screened potential, the radial function u (r times the wavefunction) is sin(kr + δ0). The wall requires

k_n R + δ0(k_n) = nπ.

The integer n must be tied to the number of levels. Define δ0 as the absolute phase shift: zero when there is no potential, continuous in k, and tending to zero at large k. Turn the potential on gradually. The s levels keep their order, and a very high level hardly shifts compared with the spacing π/R. It therefore keeps the number n it had in the empty sphere. Going down from there, kR + δ0 falls by π from one level to the next, if R is large enough for this sum to increase with k. So n is the level's place in the complete list, with any bound levels at the bottom included.

Apart from the steps due to counting whole levels, the number of s levels up to kF is (kF R + δ0)/π with the ion and kF R/π without it. The ion adds δ0(kF)/π levels for each spin, and hence 2δ0/π electrons. Far from the ion its charge must be screened out, so this number equals Z. A partial wave of angular momentum l has 2l + 1 orientations, and the general rule is

Z = (2/π) Σ (2l + 1) δ_l(kF).

Keeping l = 0 alone gives δ0 = πZ/2. Here Z is the full nuclear charge because bound electrons have been counted. If two electrons in a bound s level are instead treated as part of the ion, Z falls by 2 and δ0 by π, and sin²δ0 is unchanged.

**Step 4: the two ions**

The s-wave model gives

Q = (4kF²/3π) sin²(πZ/2).

For hydrogen δ0 = π/2, so

Q = 4kF²/(3π).

For helium δ0 = π, so

Q = 0.

Hydrogen scatters as strongly as an s wave can. For helium the outer function is sin(kr + π) = −sin(kr), the free wave with its sign reversed. No scattered wave exists at the Fermi energy, although the potential is strong enough to gather two electrons.

For Z ≪ 1 the sine may be replaced by its argument, and Q → πkF²Z²/3, the tempting result. At Z = 1 that result is too large by a factor π²/4 ≈ 2.5, and at Z = 2 it predicts a large friction where the model has none.

Both answers can be tested on a square well of radius 1.50 a.u. that acts on s waves alone, with kF = 0.7199 a.u. A depth of 0.9092 a.u. makes δ0(kF) = π/2, and a depth of 4.4170 a.u. makes it π. Integrating the change of electron density over space gives 1.0000 and 2.0000 displaced electrons, as the Friedel rule requires. Integrating the force over the whole Fermi sphere at v = 0.01 a.u. gives F/v = 0.219920 a.u. for the first well and 0.000000 a.u. for the second. The formula gives 0.2199 a.u. and zero.

**How the helium zero depends on speed and spin**

The phase shift equals π at kF, but in general not at neighbouring wavenumbers. Write δ0′ for its slope there. In the shell, with k − kF = −vx,

sin²δ0 ≈ δ0′² (k − kF)² = δ0′² v² x².

With σ_tr = 4π sin²δ0/k² and ∫x²(1 − x²)dx = 2/3 − 2/5 = 4/15, the shell integral becomes, to leading order,

F = (1/4π²) · 4πkF² δ0′² v³ · 4/15 = 4kF² δ0′² v³/(15π).

With the potential held fixed, helium in the s-wave model thus has no drag linear in v, but it has a cubic one if δ0′ ≠ 0. Relative to the linear hydrogen drag it is δ0′²v²/5.

Equal screening by the two spins also matters. If the phase shifts δ↑ and δ↓ differ, each spin adds δ/π electrons and carries half the density, so

δ↑ + δ↓ = πZ, Q = (2kF²/3π)(sin²δ↑ + sin²δ↓).

For hydrogen δ↓ = π − δ↑, and the two sines are equal, so Q = (4kF²/3π) sin²δ↑. It falls from its full value at δ↑ = π/2 to zero if one spin does all the screening. The hydrogen result therefore rests on the spin-degenerate assumption as well as on the s-wave one.

**Worked example: a 1 keV proton in copper**

Take copper as a gas with one free electron per atom. Its cubic cell holds four atoms, and its edge is set to 0.361 nm as an input to the example, so

n = 4/(0.361 nm)³ = 85.0 nm⁻³.

This gives kF = (3π²n)^(1/3) = 0.7199 a.u. and a Fermi energy of 7.05 eV. A 1000 eV proton has v = 0.2001 a.u., or v/vF = 0.278. The s-wave friction coefficient is

Q = 4(0.7199)²/(3π) = 0.220 a.u.

One atomic unit of force is 514.2 eV/nm, so the electronic stopping power is

F = 0.2199 × 0.2001 × 514.2 eV/nm = 22.6 eV/nm.

A helium ion of the same speed has an energy of 3973 eV, and its linear s-wave stopping is zero.

**What the higher partial waves do**

To judge the truncation, σ_tr is needed for all l. Write a_l = exp(iδ_l) sin δ_l, so that

f(θ) = (1/k) Σ (2l + 1) a_l P_l(cos θ).

Orthogonality of the Legendre polynomials gives ∫|f|²dΩ = (4π/k²) Σ(2l + 1)|a_l|². In the cos θ term, the identity (2l + 1) cos θ P_l = (l + 1)P_{l+1} + l P_{l−1} couples neighbouring waves alone:

∫|f|² cos θ dΩ = (4π/k²) Σ 2(l + 1) Re(a_l a*_{l+1}).

Since Σ(2l + 1)|a_l|² = Σ(l + 1)(|a_l|² + |a_{l+1}|²), the difference is a sum of squares:

σ_tr = (4π/k²) Σ (l + 1)|a_l − a_{l+1}|².

From a_l = [exp(2iδ_l) − 1]/(2i) it follows that |a_l − a_{l+1}|² = sin²(δ_l − δ_{l+1}), and

Q = (4kF²/3π) Σ (l + 1) sin²(δ_l − δ_{l+1}).

As a model of the screened ion, take the potential −(Z/r) exp(−αr), with α chosen so that the full Friedel sum equals Z. It is not a self-consistent density calculation. For hydrogen α = 1.159 a.u., and for helium α = 1.235 a.u. The first three phase shifts at kF are

hydrogen: 1.095, 0.116, 0.019 rad;

helium: 2.243, 0.233, 0.031 rad.

Level counting can be tested on this helium potential, which has one bound s level. For the level nearest the Fermi energy in a finite sphere, its place in the list gives δ0 = 2.2333 rad, and matching the wave outside the potential gives the same value. It differs slightly from 2.243 rad because the level does not lie precisely at kF.

With all computed waves, Q is 0.156 a.u. for hydrogen and 0.198 a.u. for helium. At the speed of the example these mean 16.0 and 20.4 eV/nm. For hydrogen at this density, this potential gives 0.71 of the s-wave answer. For helium the zero is gone, and the friction is 0.198/0.156 = 1.27 times that of hydrogen. This ratio belongs to the chosen potential: another shape of screening can change it strongly, and can even make helium's friction the smaller of the two.

The phase shifts show why. Helium needs a Friedel sum of π = 3.142, but the s wave supplies 2.243. The p wave, though its phase is small, counts three times and adds 3 × 0.233 = 0.70. Waves with l ≥ 2 supply the rest. The s-wave phase is therefore well short of π, and sin²(2.243) = 0.61 instead of zero. The p wave then also enters the friction directly: the first term becomes sin²(2.243 − 0.233) = 0.82, and the whole sum is 0.198/0.220 = 0.90. In this potential, most of helium's friction comes back because the higher waves take over part of the screening. The vanishing friction is thus a property of the truncated model and not a prediction for real helium.

**Beside real copper**

The density and Fermi energy are those of a gas with one free electron per atom, and 22.6 eV/nm is a model value, not a measurement. One assumption that real copper may break is that only one electron per atom responds. An electron at the Fermi surface that meets the ion head-on has speed kF + v in the ion's frame, and after rebounding it has speed kF + 2v in the metal. Its energy gain is

[(kF + 2v)² − kF²]/2 = 2v(kF + v),

which is 10.0 eV here. The copper d band begins roughly 2 eV below the Fermi energy, so the collisions are energetic enough for d electrons to take part. A crude scale for their effect comes from treating all eleven outer electrons as free. In the s-wave formula Q varies as n^(2/3), so the stopping of hydrogen would rise by 11^(2/3) = 4.95, to 112 eV/nm. Much of this rise comes from keeping the s wave alone. If α in the potential −(1/r) exp(−αr) is chosen again to satisfy the full Friedel rule at the higher density, δ0 is 0.65 rad instead of π/2, and higher waves supply the rest of the screening. The stopping with all waves is then about 28 eV/nm, or 1.8 times the 16.0 eV/nm found for one electron per atom. This figure depends strongly on the shape assumed for the potential, and the d electrons are more tightly held than free ones, so it too is a rough scale and does not predict the stopping.

The other corrections estimated here are smaller. Classical collisions with copper nuclei, in the universal Ziegler–Biersack–Littmark potential and for randomly placed atoms, add 3.6 eV/nm, or 16% of the s-wave electronic value. For the screened hydrogen potential, held fixed, the drag at the actual speed is 0.977 of the linear law, a reduction of about 2%. At 300 K, kT/EF = 0.0037. The thermal correction to a quantity that varies smoothly with energy begins at the square of this ratio, about 10⁻⁵, and can be ignored.

At 30 keV the proton's speed would be 0.2001 × √30 = 1.1 a.u., which exceeds vF, and the linear law derived here would no longer apply. In the free-electron model it would concern the last part of the proton's path, after it has slowed well below vF. In real copper the drag need not be proportional to v even there. The largest energy transfer, 2v(kF + v), shrinks as the proton slows, so the share of the d electrons changes with speed, and collisions with nuclei take a growing share of the energy loss.

Numbers as computed

```
lattice constant: 0.361 nm
free-electron density: 85.02 per nm^3
kF: 0.7199 a.u.
Fermi energy: 7.05 eV
proton energy: 1000 eV
ion speed v: 0.2001 a.u.
v/vF: 0.278
helium energy at same v: 3973 eV
force unit: 514.2 eV/nm per a.u.
s-wave Q, hydrogen: 0.2199 a.u.
s-wave stopping, hydrogen: 22.63 eV/nm
s-wave well radius: 1.50 a.u.
test speed in the well: 0.01 a.u.
H well depth: 0.9092 a.u.
H well displaced electrons: 1.0000
H well drag/speed: 0.219920 a.u.
He well depth: 4.4170 a.u.
He well displaced electrons: 2.0000
He well drag/speed: 0.000000 a.u.
H Yukawa alpha: 1.1590 a.u.
H delta_0, delta_1, delta_2: 1.0948, 0.1156, 0.0190 rad
H Q, all partial waves: 0.1558 a.u.
H stopping, all waves: 16.03 eV/nm
He Yukawa alpha: 1.2351 a.u.
He delta_0, delta_1, delta_2: 2.2429, 0.2325, 0.0306 rad
He Q, all partial waves: 0.1982 a.u.
He stopping, all waves: 20.39 eV/nm
H ratio Q(all waves)/Q(s wave): 0.708
He Yukawa bound s levels: 1, bound p levels: 0
He delta_0 by level count: 2.2333 rad
He delta_0 by wave matching: 2.2333 rad
H drag at v over linear law: 0.977
reduced nuclear collision energy: 0.348
H nuclear stopping: 3.60 eV/nm
nuclear/s-wave electronic: 0.159
largest transfer to an electron: 10.02 eV
H s-wave stopping, 11 electrons: 111.9 eV/nm
11-electron/1-electron ratio: 4.95
temperature: 300 K
kT/EF: 0.00367
```
